# Why Arrhenius Extrapolation Overestimates Lifetime When Two Failure Mechanisms Compete: a numerical check

```python
"""
Result under test: when two independent exponential failure mechanisms compete
(the first event kills the line) and have different activation energies, a straight
line fitted to ln(mean life) against beta = 1/(k_B T) at hot test temperatures
overestimates the mean life at every colder temperature.

Symbols: H, L = mechanisms with the higher and lower activation energy (eV);
life_ref = mean life (h) of each mechanism alone at T_REF; share = fraction of
failures caused by a mechanism; R = predicted mean life / true mean life.
Parameters are round model values, not measured data.
"""
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.integrate import quad, dblquad
from scipy.optimize import brentq
from scipy.special import gamma, polygamma, digamma

K_EV = const.k / const.e
HOURS_PER_YEAR = const.year / const.hour
T_REF = 575.0
ENERGY = np.array([1.0, 0.7])
LIFE_REF = np.array([100.0, 1000.0])
T_TEST = np.array([525.0, 575.0, 625.0])
T_USE = 375.0


def beta(temp):
    return 1.0 / (K_EV * np.asarray(temp, dtype=float))


def rates(temp, energy=ENERGY, life_ref=LIFE_REF):
    """Hazards in 1/h; the last axis runs over the mechanisms."""
    shift = beta(temp) - beta(T_REF)
    return np.exp(-np.multiply.outer(shift, energy)) / life_ref


def log_life(temp, energy=ENERGY, life_ref=LIFE_REF):
    return -np.log(rates(temp, energy, life_ref).sum(axis=-1))


def fit_line(temps, logs, temp_out, weights=None):
    """Least-squares line in beta: value at temp_out, and slope in eV."""
    centre = beta(temps).mean()
    slope, level = np.polyfit(beta(temps) - centre, logs, 1, w=weights)
    return level + slope * (beta(temp_out) - centre), slope


# --- First failure of two independent exponentials, from the joint density
rate_use = rates(T_USE)
a, b = rate_use / rate_use[0]


def joint(x, y):
    return a * np.exp(-a * x) * b * np.exp(-b * y)


h_first = dblquad(lambda y, x: joint(x, y), 0, np.inf, lambda x: x, np.inf)[0]
mean_h = dblquad(lambda y, x: x * joint(x, y), 0, np.inf, lambda x: x, np.inf)[0]
mean_l = dblquad(lambda x, y: y * joint(x, y), 0, np.inf, lambda y: y, np.inf)[0]
assert abs(mean_h + mean_l - 1 / (a + b)) < 1e-6
assert abs(h_first - a / (a + b)) < 1e-6

# --- Slope and curvature of ln(mean life), by high-precision differentiation
mp.mp.dps = 40
beta_ref_mp = mp.mpf(float(beta(T_REF)))


def log_life_mp(x, with_inverse_t=False):
    total = sum(mp.exp(-mp.mpf(float(e)) * (x - beta_ref_mp)) / mp.mpf(float(t))
                for e, t in zip(ENERGY, LIFE_REF))
    if with_inverse_t:
        total *= x / beta_ref_mp
    return -mp.log(total)


def shares(temp):
    r = rates(temp)
    return r / r.sum(axis=-1, keepdims=True)


def mean_energy(temp):
    return shares(temp) @ ENERGY


def energy_variance(temp):
    return np.prod(shares(temp), axis=-1) * (ENERGY[0] - ENERGY[1]) ** 2


for temp in (375.0, 450.0, 575.0, 625.0):
    x = mp.mpf(float(beta(temp)))
    assert abs(float(mp.diff(log_life_mp, x)) - mean_energy(temp)) < 1e-9
    assert abs(float(mp.diff(log_life_mp, x, 2)) + energy_variance(temp)) < 1e-9
    bent = float(mp.diff(lambda z: log_life_mp(z, True), x, 2))
    assert abs(bent - ((K_EV * temp) ** 2 - energy_variance(temp))) < 1e-9

# --- Sign of the extrapolation error for many random cases and weighted fits
rng = np.random.default_rng(7)
for _ in range(400):
    low = rng.uniform(0.4, 1.0)
    energy = np.array([low + rng.uniform(0.1, 0.6), low])
    share_low = rng.uniform(0.02, 0.98)
    life_ref = 100.0 / np.array([1 - share_low, share_low])
    temps = np.array([rng.uniform(500, 530), rng.uniform(540, 570),
                      rng.uniform(580, 610), rng.uniform(620, 650)])
    weights = rng.uniform(0.3, 3.0, 4)
    cold = rng.uniform(300, temps[0] - 20)
    line, slope = fit_line(temps, log_life(temps, energy, life_ref), cold, weights)
    assert line - log_life(cold, energy, life_ref) > 1e-8
    r_cold = rates(temps[0], energy, life_ref)
    assert slope > r_cold @ energy / r_cold.sum()
    # Control: stages that must follow one another have additive mean lives.
    seq = np.log((1 / rates(temps, energy, life_ref)).sum(axis=-1))
    seq_cold = np.log((1 / rates(cold, energy, life_ref)).sum())
    assert fit_line(temps, seq, cold, weights)[0] - seq_cold < -1e-8
    # Control: equal energies leave no error.
    same = np.array([low, low])
    flat = fit_line(temps, log_life(temps, same, life_ref), cold, weights)[0]
    assert abs(flat - log_life(cold, same, life_ref)) < 1e-9

# --- Worked example
logs_test = log_life(T_TEST)
log_pred, e_fit = fit_line(T_TEST, logs_test, T_USE)
log_true = log_life(T_USE)
ratio = np.exp(log_pred - log_true)
offset = fit_line(T_TEST, logs_test, T_TEST[0])[0] - logs_test[0]
delta = beta(T_USE) - beta(T_TEST[0])
ratio_formula = np.exp(offset + e_fit * delta) * (
    shares(T_TEST[0]) @ np.exp(-ENERGY * delta))
assert abs(ratio_formula / ratio - 1) < 1e-9
life_h_only = 1 / rate_use[0]
loss_factor = life_h_only / np.exp(log_true)
caught_factor = np.exp(log_pred) / life_h_only


def ratio_at(temp):
    return np.exp(fit_line(T_TEST, logs_test, temp)[0] - log_life(temp))


sweep = np.array([ratio_at(t) for t in np.arange(520.0, 290.0, -10.0)])
assert np.all(np.diff(sweep) > 0) and sweep[0] > 1
t_cross = brentq(lambda t: rates(t)[0] - rates(t)[1], 300, 575)

# --- Sampling scatter: draw both failure times, keep the earlier one
N_FAIL, N_RUNS = 20, 20000
sim_logs = []
for temp in T_TEST:
    r = rates(temp)
    first = np.minimum(rng.exponential(1 / r[0], (N_RUNS, N_FAIL)),
                       rng.exponential(1 / r[1], (N_RUNS, N_FAIL)))
    sim_logs.append(np.log(first.mean(axis=1)))
sim_logs = np.array(sim_logs)
sim_error = fit_line(T_TEST, sim_logs, T_USE)[0] - log_true
coef = np.array([fit_line(T_TEST, unit, T_USE)[0] for unit in np.eye(3)])
scatter = np.sqrt(polygamma(1, N_FAIL) * (coef @ coef))
small_sample_shift = digamma(N_FAIL) - np.log(N_FAIL)
assert abs(sim_error.mean() - np.log(ratio) - small_sample_shift) < 0.035
assert abs(sim_error.std() / scatter - 1) < 0.03

# Height of the middle test point above the chord between the outer points
b_cold, b_mid, b_hot = beta(T_TEST)
part_cold = (b_mid - b_hot) / (b_cold - b_hot)
contrast = np.array([-part_cold, 1.0, -(1 - part_cold)])
bend = contrast @ logs_test
bend_noise = np.sqrt(polygamma(1, N_FAIL) * (contrast @ contrast))
assert bend > 0
assert abs((contrast @ sim_logs).std() / bend_noise - 1) < 0.03
n_needed = brentq(lambda n: 2 * np.sqrt(polygamma(1, n) * (contrast @ contrast))
                  - bend, 2, 1e9)

# --- Neglected effects, for the same numbers
# Common 1/T factor in both rates, equal to one at T_REF
logs_inv_t = logs_test + np.log(T_TEST / T_REF)
ratio_inv_t = np.exp(fit_line(T_TEST, logs_inv_t, T_USE)[0]
                     - log_true - np.log(T_USE / T_REF))

# Wear-out: Weibull lives of common shape, each mechanism keeping its mean life
SHAPE = 2.0


def log_life_weibull(temp):
    return -np.log((rates(temp) ** SHAPE).sum(axis=-1)) / SHAPE


scales = np.array([1 / a, 1 / b]) / gamma(1 + 1 / SHAPE)
weibull_mean = quad(lambda t: np.exp(-((t / scales) ** SHAPE).sum()), 0, np.inf)[0]
assert abs(weibull_mean * life_h_only / np.exp(log_life_weibull(T_USE)) - 1) < 1e-6
ratio_weibull = np.exp(fit_line(T_TEST, log_life_weibull(T_TEST), T_USE)[0]
                       - log_life_weibull(T_USE))

# Unnoticed self-heating of the tested lines above the oven temperature
HEATING = 10.0
ratio_heating = np.exp(fit_line(T_TEST, log_life(T_TEST + HEATING), T_USE)[0]
                       - log_true)

# Test current above use current; engineer scales life with exponent 1
CURRENT_RATIO = 3.0


def ratio_current(exponent_low):
    true_rate = (rate_use[0] / CURRENT_RATIO
                 + rate_use[1] / CURRENT_RATIO ** exponent_low)
    return np.exp(log_pred) * CURRENT_RATIO * true_rate


assert abs(ratio_current(1) / ratio - 1) < 1e-9

# --- Output
print(f"Activation energies H, L: {ENERGY[0]:.2f}, {ENERGY[1]:.2f} eV")
print(f"Separate mean lives at {T_REF:.0f} K: {LIFE_REF[0]:.0f}, {LIFE_REF[1]:.0f} h")
print(f"k_B: {K_EV:.6e} eV/K")
for temp in (*T_TEST, T_USE):
    print(f"T = {temp:.0f} K: beta = {beta(temp):.3f} 1/eV")
    print(f"  mean life = {np.exp(log_life(temp)):.5g} h")
    print(f"  share of L = {shares(temp)[1]:.4f}, mean E = {mean_energy(temp):.4f} eV")
print(f"Equal-rate temperature: {t_cross:.1f} K")
print(f"Fitted activation energy: {e_fit:.4f} eV")
print(f"Line above curve at {T_TEST[0]:.0f} K, delta: {offset:.5f} (log units)")
print(f"Beta step, coldest test to use: {delta:.4f} 1/eV")
print(f"Predicted life at use: {np.exp(log_pred):.4g} h")
print(f"  = {np.exp(log_pred) / HOURS_PER_YEAR:.1f} years (365 days)")
print(f"True life at use: {np.exp(log_true):.4g} h")
print(f"  = {np.exp(log_true) / HOURS_PER_YEAR:.1f} years (365 days)")
print(f"Overestimate R: {ratio:.3f}")
print(f"Life at use under H alone: {life_h_only:.4g} h")
print(f"Factor H-alone/true: {loss_factor:.3f}")
print(f"Factor predicted/H-alone: {caught_factor:.3f}")
for temp in (475.0, 425.0, 325.0):
    print(f"R at {temp:.0f} K: {ratio_at(temp):.3f}")
print(f"Bend at middle test point: {bend:.5f} (log units)")
print(f"Its scatter, {N_FAIL} failures per temperature: {bend_noise:.3f} (log units)")
print(f"Failures per temperature for bend = 2 sigma: {n_needed:.3g}")
print(f"Scatter of ln prediction, {N_FAIL} failures: {scatter:.3f}")
print(f"Small-sample shift of ln prediction: {small_sample_shift:.4f}")
print(f"Simulated runs: {N_RUNS}, mean ln error: {sim_error.mean():.3f}")
print(f"Fraction of runs that overestimate: {(sim_error > 0).mean():.3f}")
print(f"Energy variance at {T_REF:.0f} K: {energy_variance(T_REF):.5f} eV^2")
print(f"(k_B T)^2 at {T_REF:.0f} K: {(K_EV * T_REF) ** 2:.5f} eV^2")
print(f"R with common 1/T factor: {ratio_inv_t:.3f}")
print(f"R with Weibull shape {SHAPE:.0f}: {ratio_weibull:.3f}")
print(f"R with {HEATING:.0f} K unnoticed self-heating: {ratio_heating:.3f}")
print(f"Test current / use current: {CURRENT_RATIO:.0f}")
print(f"R if L has current exponent 2: {ratio_current(2):.3f}")
print(f"R if L has current exponent 0: {ratio_current(0):.3f}")
print("no test failed")
```

It prints:

```
Activation energies H, L: 1.00, 0.70 eV
Separate mean lives at 575 K: 100, 1000 h
k_B: 8.617333e-05 eV/K
T = 525 K: beta = 22.104 1/eV
  mean life = 580.23 h
  share of L = 0.1511, mean E = 0.9547 eV
T = 575 K: beta = 20.182 1/eV
  mean life = 90.909 h
  share of L = 0.0909, mean E = 0.9727 eV
T = 625 K: beta = 18.567 1/eV
  mean life = 18.743 h
  share of L = 0.0580, mean E = 0.9826 eV
T = 375 K: beta = 30.945 1/eV
  mean life = 1.3407e+06 h
  share of L = 0.7164, mean E = 0.7851 eV
Equal-rate temperature: 416.6 K
Fitted activation energy: 0.9704 eV
Line above curve at 525 K, delta: 0.00363 (log units)
Beta step, coldest test to use: 8.8415 1/eV
Predicted life at use: 3.1e+06 h
  = 353.8 years (365 days)
True life at use: 1.341e+06 h
  = 153.1 years (365 days)
Overestimate R: 2.312
Life at use under H alone: 4.727e+06 h
Factor H-alone/true: 3.526
Factor predicted/H-alone: 0.656
R at 475 K: 1.080
R at 425 K: 1.349
R at 325 K: 6.570
Bend at middle test point: 0.01197 (log units)
Its scatter, 20 failures per temperature: 0.278 (log units)
Failures per temperature for bend = 2 sigma: 4.2e+04
Scatter of ln prediction, 20 failures: 0.973
Small-sample shift of ln prediction: -0.0252
Simulated runs: 20000, mean ln error: 0.818
Fraction of runs that overestimate: 0.802
Energy variance at 575 K: 0.00744 eV^2
(k_B T)^2 at 575 K: 0.00246 eV^2
R with common 1/T factor: 2.092
R with Weibull shape 2: 2.586
R with 10 K unnoticed self-heating: 1.189
Test current / use current: 3
R if L has current exponent 2: 1.208
R if L has current exponent 0: 5.624
no test failed
```
